\section*{A conserved product for two oxides in linear-parabolic growth}

\section{The result}

Two regions of a surface carry oxides of thickness $x_1$ and $x_2$, with $x_1>x_2$, and are oxidized together. If both grow by the linear-parabolic law with the same constants $A$ and $B$, then
\begin{equation}
I=(x_1-x_2)(x_1+x_2+A)
\label{eq:I}
\end{equation}
keeps its initial value. The thickness difference itself is not conserved: as the sum grows, the difference must shrink.

Here $x$ is the full thickness of an oxide, initial layer included. The length $A$ must be constant in time. The rate constant $B$ may vary, provided that it varies in the same way for both regions. These conditions come from the growth law, which is derived first. Two derivations of the result follow, one by integrating over the run and one by comparing rates at a single instant.

\section{The growth law}

Oxidant passes from the gas into the oxide, diffuses through it and reacts at the interface with the material below. Let $C_0$ and $C_i$ be the oxidant concentrations in the oxide at its outer surface and at that interface, and let $C^*$ be the concentration in equilibrium with the gas. The three fluxes per unit area are
\begin{equation}
F_{\rm gas}=h(C^*-C_0),\quad
F_{\rm diff}=\frac{D(C_0-C_i)}{x},\quad
F_{\rm react}=kC_i ,
\end{equation}
where $h$ is the gas transfer coefficient, $D$ the diffusivity and $k$ the coefficient of a first-order reaction. The middle expression assumes one-dimensional diffusion with a straight concentration profile. This is the quasi-steady approximation: the profile adjusts much faster than the oxide thickens, so the three fluxes are equal.

Equating the last two gives
\begin{equation}
C_0=C_i\left(1+\frac{kx}{D}\right).
\end{equation}
Equating the first and the last gives $C^*=C_0+kC_i/h$. With $C_0$ inserted,
\begin{equation}
C^*=C_i\left(1+\frac{k}{h}+\frac{kx}{D}\right).
\end{equation}
If a unit volume of oxide incorporates $N$ oxidant particles, the flux $kC_i$ thickens the oxide at the rate
\begin{equation}
\frac{dx}{dt}=\frac{kC_i}{N}
=\frac{kC^*/N}{1+k/h+kx/D}.
\end{equation}
Multiplying numerator and denominator by $2D/k$ puts this in the standard form
\begin{equation}
\frac{dx}{dt}=\frac{B}{2x+A},\qquad
A=2D\left(\frac1k+\frac1h\right),\qquad
B=\frac{2DC^*}{N}.
\label{eq:law}
\end{equation}

For $2x\ll A$ the rate is close to $B/A$, the linear rate constant, and the reaction or the gas transfer sets the pace. For $2x\gg A$ the rate is close to $B/(2x)$, and diffusion sets it. A change of gas pressure that alters $C^*$ but leaves $D$, $k$ and $h$ alone changes $B$ and not $A$. A change of temperature generally alters both.

Using (\ref{eq:law}) for an oxide that was present at the start assumes that this oxide transmits oxidant just as the newly grown oxide does. A dense foreign layer, or a porous one, would violate this.

\section{First derivation: integrate, then subtract}

Multiply (\ref{eq:law}) by $2x+A$. Since $A$ is constant, the left side is a total derivative:
\begin{equation}
(2x+A)\frac{dx}{dt}=\frac{d}{dt}\left(x^2+Ax\right)=B.
\label{eq:total}
\end{equation}
Let $x_{10}$ and $x_{20}$ be the initial thicknesses. Integration from the start to time $t$ gives
\begin{align}
x_1^2+Ax_1&=x_{10}^2+Ax_{10}+\int_0^tB\,dt',\label{eq:one}\\
x_2^2+Ax_2&=x_{20}^2+Ax_{20}+\int_0^tB\,dt'.\label{eq:two}
\end{align}
The integrals are equal because the regions share $B$. They cancel on subtraction, so $x_1^2+Ax_1-x_2^2-Ax_2$ has the same value at time $t$ as at the start. It factorizes:
\begin{align}
x_1^2-x_2^2+A(x_1-x_2)
&=(x_1-x_2)(x_1+x_2)+A(x_1-x_2)\nonumber\\
&=(x_1-x_2)(x_1+x_2+A)=I.
\end{align}
This proves the result. Both oxides gain the same amount of $x^2+Ax$, although they gain different amounts of $x$.

For constant $B$ the integral is $Bt$. Completing the square in (\ref{eq:one}) or (\ref{eq:two}) gives
\begin{equation}
\left(x+\frac A2\right)^2=\frac{A^2}{4}+x_0^2+Ax_0+Bt,
\end{equation}
and since $x+A/2$ is positive, the positive root applies:
\begin{equation}
x(t)=-\frac A2+\sqrt{\frac{A^2}{4}+x_0^2+Ax_0+Bt}.
\label{eq:x}
\end{equation}

The invariant then has a direct meaning in time. Region 2 reaches the thickness that region 1 has at time $t$ after a further time $T$, when
\begin{equation}
x_{20}^2+Ax_{20}+B(t+T)=x_{10}^2+Ax_{10}+Bt .
\end{equation}
The terms in $t$ cancel, leaving $BT=I$, or $T=I/B$. Region 1 leads by a fixed time, while its lead in thickness shrinks because growth slows down.

\section{Second derivation: compare the rates}

Define the difference $d=x_1-x_2$ and the sum $s=x_1+x_2$. Write $g_1=2x_1+A$ and $g_2=2x_2+A$, so that the rates are $B/g_1$ and $B/g_2$. Subtracting the rates gives
\begin{equation}
\frac{dd}{dt}=B\left(\frac1{g_1}-\frac1{g_2}\right)
=B\,\frac{g_2-g_1}{g_1g_2}
=-\frac{2B\,d}{g_1g_2},
\label{eq:d}
\end{equation}
because $g_2-g_1=2(x_2-x_1)=-2d$. Adding them gives
\begin{equation}
\frac{ds}{dt}=B\,\frac{g_1+g_2}{g_1g_2}
=\frac{2B(s+A)}{g_1g_2},
\label{eq:s}
\end{equation}
because $g_1+g_2=2s+2A$. The minus sign in (\ref{eq:d}) says that the thicker oxide grows more slowly.

While growth proceeds, $B>0$ and $ds/dt>0$, so $s$ can replace time as the variable. Dividing (\ref{eq:d}) by (\ref{eq:s}) removes $B$ and the common factor $2/(g_1g_2)$:
\begin{equation}
\frac{dd}{ds}=-\frac{d}{s+A}.
\end{equation}
For $d>0$ the variables separate, and with constant $A$,
\begin{equation}
\frac{dd}{d}=-\frac{ds}{s+A}
\quad\Rightarrow\quad
\ln d+\ln(s+A)=\text{constant},
\end{equation}
where the logarithms are understood to be of lengths divided by a fixed unit of length. Exponentiation gives $d(s+A)=I$ again, in the form
\begin{equation}
d=\frac{I}{s+A}.
\label{eq:path}
\end{equation}
At any finite thickness $d$ is positive: the thinner oxide approaches the thicker one but neither meets nor overtakes it.

\section{Limits}

With initial values $d_0$ and $s_0$, equation (\ref{eq:path}) reads
\begin{equation}
\frac{d}{d_0}=\frac{s_0+A}{s+A}.
\end{equation}
If $s\ll A$ throughout the run, the ratio is close to one. Both oxides grow at nearly the rate $B/A$, and the difference is nearly constant.

In the opposite case, $s_0\gg A$, write $x_1^2-x_2^2=ds=I-Ad$. During growth this changes by $A(d_0-d)$. Relative to its initial value $d_0s_0$, the change is
\begin{equation}
\frac{A(d_0-d)}{d_0s_0}<\frac{A}{s_0}\ll1,
\end{equation}
so the difference of the squares is nearly conserved.

At late times and constant $B$, the term $Bt$ dominates under the root in (\ref{eq:x}). Then $s+A$, which is the sum of the two roots, tends to $2\sqrt{Bt}$, and
\begin{equation}
d\simeq\frac{I}{2\sqrt{Bt}}.
\label{eq:late}
\end{equation}
The two roots exceed $\sqrt{Bt}$ at any finite time, so this estimate lies above the true difference.

\section{A worked example}

Take $A=200$ nm and $B=300000$ nm$^2$/h, with initial oxides of 300 and 20 nm. The initial invariant is
\begin{equation}
I=(300-20)(300+20+200)=280\times520=145600\ \text{nm}^2 .
\end{equation}
After one hour, (\ref{eq:x}) gives
\begin{align}
x_1&=-100+\sqrt{10000+90000+60000+300000}=578.2\ \text{nm},\nonumber\\
x_2&=-100+\sqrt{10000+400+4000+300000}=460.7\ \text{nm}.
\end{align}
The thicknesses below come from direct numerical integration of (\ref{eq:law}), not from (\ref{eq:x}), so the constancy of the product is a test of the result.

\begin{center}
\begin{tabular}{rrrrrr}
$t$ (h) & $x_1$ (nm) & $x_2$ (nm) & $d$ (nm) & $s+A$ (nm) & $I$ (nm$^2$)\\
\hline
0 & 300.0 & 20.0 & 280.0 & 520.0 & 145600\\
0.25 & 384.8 & 199.0 & 185.8 & 783.8 & 145600\\
1 & 578.2 & 460.7 & 117.5 & 1238.9 & 145600\\
4 & 1066.2 & 1002.0 & 64.2 & 2268.2 & 145600
\end{tabular}
\end{center}

In the first hour region 1 gains 278 nm and region 2 gains 441 nm. The difference falls to 42\% of its initial value, while $s+A$ rises by the inverse factor, 2.38. At 4 h the late-time formula (\ref{eq:late}) gives 66.5 nm, which is 3.5\% above the integrated value of 64.2 nm and on the side expected.

The time lead is $I/B=145600/300000=0.485$ h, or 29 minutes. This is also the time that region 2 needs to grow from 20 to 300 nm.

As a second case, let $B$ double after half an hour. At one hour the thicknesses are 681.0 and 581.5 nm. The difference is now 99.6 nm instead of 117.5 nm, but the invariant is still 145600 nm$^2$. The higher $B$ moves the pair further along the curve (\ref{eq:path}) and does not take it off that curve.

\subsection{Finding $A$ from thicknesses}

Setting the initial and final products equal, $d_0(s_0+A)=d(s+A)$, and collecting the terms in $A$ gives
\begin{equation}
A=\frac{ds-d_0s_0}{d_0-d}.
\label{eq:A}
\end{equation}
Neither $B$ nor the duration is needed. With the values at one hour,
\begin{equation}
A=\frac{117.52\times1038.95-280\times320}{280-117.52}
\simeq200\ \text{nm}.
\end{equation}

To see how an error in $d$ spreads, differentiate (\ref{eq:A}) at fixed $s$, $d_0$ and $s_0$:
\begin{equation}
\frac{\partial A}{\partial d}
=\frac{s}{d_0-d}+\frac{ds-d_0s_0}{(d_0-d)^2}
=\frac{s+A}{d_0-d}.
\end{equation}
The last step uses (\ref{eq:A}) in the second term. Here the value is $1238.95/162.48=7.6$, so an error of 1 nm in the difference, at fixed sum, shifts $A$ by 7.6 nm, or about 4\%. An error in a single thickness also changes the sum: to first order, 1 nm too much in $x_1$ alone raises $A$ by about 8.3 nm, and 1 nm too much in $x_2$ alone lowers it by about 6.9 nm. Since $s+A=I/d$, the factor equals $I/[d(d_0-d)]$. For given starting oxides it is smallest when the difference has fallen to half its initial value, $d=d_0/2$. In the linear regime $d_0-d$ is small, and after very long growth $d$ is small; in both cases a given error in $d$ is strongly magnified.

\section{What each derivation assumes}

Both derivations start from (\ref{eq:law}) with one constant $A$ for both regions. They differ in what they ask of $B$.

The first compares totals. It needs equal integrals $\int B\,dt$ for the two regions, not equal values of $B$ at each moment. The regions could be oxidized separately, at different pressures and for different times, provided that the pressure leaves $A$ unchanged. This proviso can fail in practice: in dry oxidation of silicon the linear rate constant grows more slowly than the pressure, so $A$ itself depends on pressure. The products before and after would still agree if the two integrals were equal, although the product might differ in between.

The second compares rates at one instant. It needs the same $B$ in both regions at each moment, but it never needs the integral of $B$. It also divides by $d$ and by $ds/dt$. Equal oxides, with $d=0$, must therefore be treated separately: their rates are equal, they stay equal, and $I=0$. A pause with $B=0$ changes neither thickness and does no harm.

The derivations also extend differently. Suppose that the law is $dx/dt=B/g(x)$, with a common function $g$ that is not linear in $x$. The first method still works: with $G$ defined by $dG/dx=g$, the difference $G(x_1)-G(x_2)$ is conserved. The second gives
\begin{equation}
\frac{dd}{ds}=\frac{g(x_2)-g(x_1)}{g(x_1)+g(x_2)},
\end{equation}
whose right side need not separate into a function of $d$ times a function of $s$. For the linear function $g=2x+A$ it does separate, and the conserved quantity is the simple product $d(s+A)$.

The second method shows directly what happens when $A$ drifts in time but stays common to both regions. Equations (\ref{eq:d}) and (\ref{eq:s}) hold at each instant with the current $A$, so $(s+A)\,dd/dt+d\,ds/dt=0$. The product rule then leaves one term:
\begin{equation}
\frac{dI}{dt}=(s+A)\frac{dd}{dt}+d\left(\frac{ds}{dt}+\frac{dA}{dt}\right)
=d\,\frac{dA}{dt}.
\label{eq:drift}
\end{equation}

If instead the regions have different constants $A_1,B_1$ and $A_2,B_2$, keep a nominal $A$ in $I$. For each region
\begin{equation}
(2x_j+A)\frac{dx_j}{dt}
=B_j+(A-A_j)\frac{dx_j}{dt},\qquad j=1,2,
\end{equation}
because $(2x_j+A_j)\,dx_j/dt=B_j$. Integrating with constant coefficients and subtracting gives
\begin{equation}
\Delta I=(B_1-B_2)t+(A-A_1)\Delta x_1-(A-A_2)\Delta x_2,
\label{eq:mismatch}
\end{equation}
where $\Delta x_j$ is the thickness gained by region $j$.

\section{The real case and the size of the errors}

The example's $A$ and $B$ are round values in the rough regime of steam oxidation of silicon near 1000~$^\circ$C. A patterned wafer can break the condition of a common $A$, since the sidewall of an etched step can expose another crystal face, with another reaction rate. Take a linear rate constant $B/A$ that is 1.7 times larger in region 2, a rough ratio for two silicon faces, and hold $B$ fixed. Then $A_2=200/1.7=117.6$ nm, and region 2 reaches 494.5 nm in one hour. Equation (\ref{eq:mismatch}) gives
\begin{equation}
\Delta I=-(200-117.6)(494.5-20)\simeq-39100\ \text{nm}^2,
\end{equation}
which is $-27\%$ of $I$. The thickness difference becomes 84 nm instead of 118 nm. If region 2 has the slower face instead, with $B/A$ smaller by the same factor, $I$ rises by about 37\%. The sign of the error thus depends on which region has the faster face. The invariant should therefore be applied to regions with the same crystal face. They should also have similar doping, since heavy doping can change the growth constants too.

A temperature difference of 1 K between the regions has a smaller effect, but a difference of 10 K would already change $I$ by about 15 to 17\%, upward if region 1 is the hotter one and downward if region 2 is. With rough activation energies of 0.8 eV for $B$ and 2.0 eV for $B/A$, that of $A$ is $0.8-2.0=-1.2$ eV, so $A$ falls on heating. If region 1 is 1 K hotter than region 2 at 1273 K, its oxide is 1.6 nm thicker after one hour and $I$ is 1.5\% larger. Inserted in (\ref{eq:A}), this small shift raises the inferred $A$ by about 14 nm, or 7\%. If both regions warm together by 10 K at a steady rate during the hour, $A$ falls to about 184 nm and $I$, formed with the current $A$, falls by 1.8\%, with the sign given by (\ref{eq:drift}). Because $d$ shrinks during the run, the size depends on when the rise occurs: a sudden rise at the start would lower $I$ by 3.1\%, and one at the end by 1.3\%.

Very thin oxides can grow faster than the linear-parabolic law predicts, notably on silicon in dry oxygen. To size such an effect, add to (\ref{eq:law}) a rate $(B/A)e^{-x/\ell}$ with $\ell=7$ nm, a rough assumption. The 20 nm starting oxide already suppresses most of it, and $I$ changes by $-0.09\%$. This figure belongs to the stated inputs. If region 2 starts bare instead, the same extra rate changes $I$ by about $-0.75\%$. Dry oxidation needs its own constants and its own extra rate.

The quasi-steady approximation neglects changes in the oxidant stored in the oxide. For a rough ratio $C^*/N=0.001$, equation (\ref{eq:law}) gives $D=B/(2\times0.001)=1.5\times10^8$ nm$^2$/h. The diffusion time $x_1^2/D$ at one hour is then about 8 s, short compared with the hour of growth. Solving the full diffusion equation with a moving interface and fast gas transfer, starting from the steady concentration profile, changes $I$ by $-0.0025\%$. If the initial oxides contain no dissolved oxidant, the profile must first build up, and the change is larger, about $-0.03\%$, but still small.

Finally, the regions must be wide enough for one-dimensional diffusion. Consider a small steady disturbance $c$ of the concentration in a flat oxide of thickness $x$. Let $y$ be the depth and $u$ the lateral distance from the disturbance. With fast gas transfer, $c=0$ at $y=0$. A solution of Laplace's equation that decays sideways is
\begin{equation}
c\propto\sin(qy)\,e^{-qu}.
\end{equation}
At the interface, $-D\,\partial c/\partial y=kc$ requires $-Dq\cos(qx)=k\sin(qx)$. With $z=qx$ and $A=2D/k$ for fast gas transfer, this becomes
\begin{equation}
z\cot z=-\frac{kx}{D}=-\frac{2x}{A}.
\end{equation}
For $x=578.2$ nm the smallest root is $z=2.704$, and the decay length is $x/z=214$ nm. The slowest mode falls to 1\% of its amplitude over $214\ln100\simeq985$ nm. For these numbers, thicknesses should be compared about 1~$\mu$m or more from the edge between the regions. This is an estimate, because a real edge also has a step in oxide thickness, which the flat-oxide calculation leaves out.

The numerical output lists the main computed values.

\section*{Table of computed values}
\begin{verbatim}
A = 200 nm; B = 300000 nm^2/h
Initial oxides: 300 and 20 nm
Initial invariant I = 145600.0 nm^2
Columns: t(h) x1(nm) x2(nm) x1-x2(nm) x1+x2+A(nm) I(nm^2)
0.00 300.00 20.00 280.00 520.00 145600.0
0.25 384.77 199.00 185.77 783.77 145600.0
1.00 578.23 460.71 117.52 1238.95 145600.0
4.00 1066.19 1002.00 64.19 2268.19 145600.0
Late-time estimate of x1-x2 at 4 h: 66.46 nm
B doubled after 0.5 h, at 1 h: x1 = 681.02, x2 = 581.47 nm
Its difference = 99.56 nm; I = 145600.0 nm^2
Time lead of region 1 = 0.4853 h = 29.12 min
A recovered from thicknesses at 1 h = 200.00 nm
Error in A per nm error in x1-x2 = 7.63 nm/nm
Neglected effects: change of I after 1 h
Linear-constant ratio of faces (rough) = 1.7
Other face: x2 = 494.54 nm; I change = -26.84 %
Temperature = 1273 K
Rough activation energies: B 0.8 eV, B/A 2.0 eV
Region 1 hotter by 1 K: x1 rises 1.62 nm; I change = 1.51 %
Common rise of 10 K: final A = 183.65 nm; I change = -1.83 %
Extra rate at x=0: 1500 nm/h; decay length 7 nm (rough)
Extra initial growth: I change = -0.086 %
Dissolved-oxidant ratio C*/N (rough) = 0.0010
Stored oxidant: I change = -0.00253 %
Lateral mode at x1(1 h): z = 2.7042; decay length = 213.8 nm
\end{verbatim}
